# Why Sub-Gap Mirror Absorption Hurts Thermophotovoltaics with Cool Emitters: test program

```python
"""Sub-gap mirror absorption in a thermophotovoltaic cell.

Result under test, for a black emitter and a fixed cell voltage V:
    efficiency(A) = efficiency(0) / (1 + A*R)
    R = net black-body power below the gap / net power above the gap
A is the cell's sub-gap absorptance. Above the gap the cell absorbs fully.
For emissivities e (above gap) and s (below gap), A*R becomes
    R * [s*A/(s+A-s*A)] / e   in the radiative limit.
Formula side: series for Planck integrals. Independent side: spectral
quadrature with emitted energy followed through repeated reflections.
Internal units are SI; printed areal powers are in W/cm^2.
"""
from math import factorial, pi
import numpy as np
from scipy.constants import k, h, c, e as q, sigma
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import zeta

GAP = 0.70 * q
T_CELL = 300.0
T_MAIN = 1200.0
A_MAIN = 0.05
PREFACTOR = 2 * pi / (h**3 * c**2)
TO_CM2 = 1e-4


def above(T, power, mu=0.0):
    """Flux above the gap: power=2 counts photons, power=3 counts energy."""
    n = np.arange(1, 301, dtype=float)
    x = GAP / (k * T)
    poly = sum(factorial(power) / factorial(power - j)
               * x**(power - j) / n**(j + 1) for j in range(power + 1))
    terms = np.exp(n * (mu - GAP) / (k * T)) * poly
    return PREFACTOR * (k * T)**(power + 1) * np.sum(terms)


def below_power(T):
    return sigma * T**4 - above(T, 3)


def all_photons(T):
    return PREFACTOR * (k * T)**3 * 2 * zeta(3)


def current(V, T, rad_yield=1.0):
    emitted = above(T_CELL, 2, q * V)
    dark = (1 / rad_yield - 1) * (emitted - above(T_CELL, 2))
    return q * (above(T, 2) - emitted - dark)


def heat_above(V, T):
    return above(T, 3) - above(T_CELL, 3, q * V)


def heat_below(T):
    return below_power(T) - below_power(T_CELL)


def band_ratio(V, T):
    return heat_below(T) / heat_above(V, T)


def open_voltage(T, rad_yield=1.0):
    return brentq(lambda V: current(V, T, rad_yield), 0, 0.995 * GAP / q)


def best_voltage(T, rad_yield=1.0):
    top = open_voltage(T, rad_yield)
    return minimize_scalar(lambda V: -V * current(V, T, rad_yield),
                           bounds=(0, top), method="bounded",
                           options={"xatol": 1e-9}).x


def efficiency_formula(V, T, A):
    base = V * current(V, T) / heat_above(V, T)
    return base / (1 + A * band_ratio(V, T))


NODES, WEIGHTS = np.polynomial.legendre.leggauss(400)


def traced_balance(V, T, A, e_above=1.0, s_below=1.0, rad_yield=1.0):
    """Follow spectral energy between the plates; return efficiency, heat, power."""
    top = GAP + 45 * k * T
    low = 0.5 * GAP * (NODES + 1)
    high = GAP + 0.5 * (top - GAP) * (NODES + 1)
    E = np.concatenate([low, high])
    w = np.concatenate([0.5 * GAP * WEIGHTS, 0.5 * (top - GAP) * WEIGHTS])
    is_high = E > GAP
    a_emit = np.where(is_high, e_above, s_below)
    a_cell = np.where(is_high, 1.0, A)
    mu = np.where(is_high, q * V, 0.0)
    planck_emit = PREFACTOR * E**3 / np.expm1(E / (k * T))
    planck_cell = PREFACTOR * E**3 / np.expm1((E - mu) / (k * T_CELL))
    down = a_emit * planck_emit
    up = a_cell * planck_cell
    emitter_loss = down.copy()
    cell_gain = -up
    scale = max(down.max(), up.max())
    for _ in range(5000):
        cell_gain += a_cell * down
        emitter_loss -= a_emit * up
        down, up = (1 - a_emit) * up, (1 - a_cell) * down
        if max(down.max(), up.max()) < 1e-15 * scale:
            break
    heat = np.sum(w * emitter_loss)
    assert abs(np.sum(w * cell_gain) / heat - 1) < 1e-8
    photons = np.sum((w * cell_gain / E)[is_high])
    dark_spec = PREFACTOR * E**2 / np.expm1(E / (k * T_CELL))
    biased_spec = planck_cell / E
    extra = np.sum((w * (biased_spec - dark_spec))[is_high])
    output = V * q * (photons - (1 / rad_yield - 1) * extra)
    return output / heat, heat, output


def close(a, b, tolerance=1e-6):
    return abs(a - b) <= tolerance * max(abs(a), abs(b))


# Band shares against direct quadrature
for T in (900.0, 1200.0, 2800.0):
    x = GAP / (k * T)
    for p, total in ((2, all_photons(T)), (3, sigma * T**4)):
        part = quad(lambda t: t**p / np.expm1(t), x, x + 60)[0]
        whole = quad(lambda t: t**p / np.expm1(t), 0, 60)[0]
        assert close(above(T, p) / total, part / whole)

V = best_voltage(T_MAIN)
R = band_ratio(V, T_MAIN)
eta0, heat0, output0 = traced_balance(V, T_MAIN, 0.0)
etaA, heatA, outputA = traced_balance(V, T_MAIN, A_MAIN)
assert close(etaA / eta0, 1 / (1 + A_MAIN * R))
assert close(output0, outputA)
assert close(output0, V * current(V, T_MAIN))
step = 1e-5
slope = (traced_balance(V, T_MAIN, step)[0] / eta0 - 1) / step
assert close(slope, -R, 1e-3)  # first-order difference error is about R*step

x_main = GAP / (k * T_MAIN)
print(f"Gap: {GAP/q:.2f} eV; cell: {T_CELL:.0f} K; emitter: {T_MAIN:.0f} K")
print(f"Main sub-gap absorptance A: {A_MAIN:.2f}")
print(f"Gap / emitter thermal energy x: {x_main:.3f}")
print(f"Total black-body power: {sigma*T_MAIN**4*TO_CM2:.3f} W/cm^2")
print(f"Emitter power above gap: {above(T_MAIN,3)*TO_CM2:.4f} W/cm^2")
print(f"Emitter power below gap: {below_power(T_MAIN)*TO_CM2:.3f} W/cm^2")
print(f"Cell black-body power below gap: {below_power(T_CELL)*TO_CM2:.4f} W/cm^2")
print(f"Open-circuit voltage: {open_voltage(T_MAIN):.4f} V")
print(f"Maximum-power voltage: {V:.4f} V")
print(f"Current density there: {current(V,T_MAIN)*TO_CM2:.4f} A/cm^2")
print(f"Electrical output: {output0*TO_CM2:.4f} W/cm^2")
print(f"Net above-gap heat: {heat_above(V,T_MAIN)*TO_CM2:.4f} W/cm^2")
print(f"Net sub-gap black-body power: {heat_below(T_MAIN)*TO_CM2:.3f} W/cm^2")
print(f"Sub-gap heat absorbed at main A: {(heatA-heat0)*TO_CM2:.4f} W/cm^2")
print(f"Total emitter heat at main A: {heatA*TO_CM2:.4f} W/cm^2")
print(f"Band ratio R: {R:.3f}; A*R: {A_MAIN*R:.4f}")
print(f"Traced relative slope at A=0: {slope:.3f}")

for A in (0.0, 0.01, 0.02, 0.05, 0.10):
    value = traced_balance(V, T_MAIN, A)[0]
    assert close(value, efficiency_formula(V, T_MAIN, A))
    print(f"A={A:.2f}: efficiency {100*value:.2f} %, "
          f"relative loss {100*(1-value/eta0):.2f} %")

# Emitter temperature changes the band ratio at fixed gap and absorptance
previous_R = np.inf
print(f"Temperature scan at A={A_MAIN:.2f}; shares are below the gap:")
for T in (900.0, 1200.0, 1500.0, 2000.0, 2800.0):
    voltage = best_voltage(T)
    ratio = band_ratio(voltage, T)
    clean = traced_balance(voltage, T, 0.0)[0]
    lossy = traced_balance(voltage, T, A_MAIN)[0]
    photon_share = 1 - above(T, 2) / all_photons(T)
    power_share = below_power(T) / (sigma * T**4)
    assert close(lossy / clean, 1 / (1 + A_MAIN * ratio))
    assert ratio < previous_R
    previous_R = ratio
    print(f"{T:.0f} K: photons {100*photon_share:.1f} %, "
          f"power {100*power_share:.1f} %, R {ratio:.3f}")
    print(f"  efficiency {100*clean:.2f} -> {100*lossy:.2f} %, "
          f"relative loss {100*(1-lossy/clean):.2f} %")
# At the hottest case most photons, but not most power, lie below the gap
assert photon_share > 0.5 and power_share < 0.5
assert 1 - lossy / clean < A_MAIN

cold_R = below_power(T_MAIN) / above(T_MAIN, 3)
one_term = (pi**4 / 15 * np.exp(x_main)
            / (x_main**3 + 3*x_main**2 + 6*x_main + 6) - 1)
assert close(cold_R, one_term, 0.01)  # omitted terms are of order exp(-x)
print(f"R without cell emission: {cold_R:.3f}; one-term value: {one_term:.3f}")
photon_ratio = all_photons(T_MAIN) / above(T_MAIN, 2) - 1
wrong = 1 / (1 + A_MAIN * photon_ratio)
assert abs(wrong - etaA / eta0) > 0.1
print(f"Photon-number ratio: {photon_ratio:.2f}; "
      f"its wrong retained fraction: {wrong:.4f}")
print(f"True retained fraction: {etaA/eta0:.4f}")

T_half = brentq(lambda T: A_MAIN * band_ratio(best_voltage(T), T) - 1, 800, 1500)
V_half = best_voltage(T_half)
half = (traced_balance(V_half, T_half, A_MAIN)[0]
        / traced_balance(V_half, T_half, 0.0)[0])
assert close(half, 0.5, 1e-5)
print(f"Halving temperature at main A: {T_half:.1f} K; "
      f"x there: {GAP/(k*T_half):.3f}")

# Separate voltage optimization cannot remove the thermal penalty
top = open_voltage(T_MAIN)
optima = []
for A in (0.0, A_MAIN):
    found = minimize_scalar(lambda v: -efficiency_formula(v, T_MAIN, A),
                            bounds=(0, top), method="bounded",
                            options={"xatol": 1e-9})
    traced = traced_balance(found.x, T_MAIN, A)[0]
    assert close(traced, -found.fun)
    optima.append(traced)
    print(f"Efficiency optimum, A={A:.2f}: {found.x:.4f} V, {100*traced:.2f} %")
retained = optima[1] / optima[0]
bound = 1 / (1 + A_MAIN * band_ratio(0.0, T_MAIN))
assert retained <= bound
print(f"Optimized retained fraction: {retained:.4f}; upper bound: {bound:.4f}")

# Emissivity controls both useful and parasitic exchange
print("Emitter comparison at main temperature and A:")
for e_above, s_below in ((1.0, 1.0), (0.5, 0.5), (1.0, 0.1), (1.0, 0.01),
                         (1.0, 0.0)):
    f = s_below * A_MAIN / (s_below + A_MAIN - s_below * A_MAIN)
    clean = traced_balance(V, T_MAIN, 0.0, e_above, s_below)[0]
    lossy = traced_balance(V, T_MAIN, A_MAIN, e_above, s_below)[0]
    assert close(lossy / clean, 1 / (1 + f / e_above * R))
    print(f"e={e_above:.2f}, s={s_below:.2f}: f={f:.5f}, "
          f"efficiency {100*lossy:.2f} %")

# Non-radiative loss changes the baseline much more than the relative penalty
rad_yield = 0.01
V_nr = best_voltage(T_MAIN, rad_yield)
clean_nr = traced_balance(V_nr, T_MAIN, 0.0, rad_yield=rad_yield)[0]
lossy_nr = traced_balance(V_nr, T_MAIN, A_MAIN, rad_yield=rad_yield)[0]
assert clean_nr < eta0
assert abs(lossy_nr / clean_nr - etaA / eta0) < 0.03
print(f"Radiative yield {rad_yield:.2f}: voltage {V_nr:.4f} V, "
      f"efficiency {100*clean_nr:.2f} -> {100*lossy_nr:.2f} %")
print(f"Its retained fraction: {lossy_nr/clean_nr:.4f}")
print("all good")
```

Printed output:

```
Gap: 0.70 eV; cell: 300 K; emitter: 1200 K
Main sub-gap absorptance A: 0.05
Gap / emitter thermal energy x: 6.769
Total black-body power: 11.758 W/cm^2
Emitter power above gap: 1.0283 W/cm^2
Emitter power below gap: 10.730 W/cm^2
Cell black-body power below gap: 0.0459 W/cm^2
Open-circuit voltage: 0.5664 V
Maximum-power voltage: 0.4891 V
Current density there: 1.1726 A/cm^2
Electrical output: 0.5736 W/cm^2
Net above-gap heat: 0.9832 W/cm^2
Net sub-gap black-body power: 10.684 W/cm^2
Sub-gap heat absorbed at main A: 0.5342 W/cm^2
Total emitter heat at main A: 1.5174 W/cm^2
Band ratio R: 10.866; A*R: 0.5433
Traced relative slope at A=0: -10.865
A=0.00: efficiency 58.34 %, relative loss 0.00 %
A=0.01: efficiency 52.62 %, relative loss 9.80 %
A=0.02: efficiency 47.92 %, relative loss 17.85 %
A=0.05: efficiency 37.80 %, relative loss 35.20 %
A=0.10: efficiency 27.96 %, relative loss 52.08 %
Temperature scan at A=0.05; shares are below the gap:
900 K: photons 99.5 %, power 98.1 %, R 53.070
  efficiency 53.22 -> 14.57 %, relative loss 72.63 %
1200 K: photons 97.1 %, power 91.3 %, R 10.866
  efficiency 58.34 -> 37.80 %, relative loss 35.20 %
1500 K: photons 92.2 %, power 80.4 %, R 4.267
  efficiency 60.09 -> 49.52 %, relative loss 17.58 %
2000 K: photons 80.8 %, power 60.8 %, R 1.604
  efficiency 59.72 -> 55.29 %, relative loss 7.43 %
2800 K: photons 62.2 %, power 37.1 %, R 0.607
  efficiency 56.00 -> 54.35 %, relative loss 2.95 %
R without cell emission: 10.434; one-term value: 10.439
Photon-number ratio: 33.10; its wrong retained fraction: 0.3767
True retained fraction: 0.6480
Halving temperature at main A: 1062.0 K; x there: 7.649
Efficiency optimum, A=0.00: 0.5290 V, 61.14 %
Efficiency optimum, A=0.05: 0.5073 V, 38.25 %
Optimized retained fraction: 0.6256; upper bound: 0.6581
Emitter comparison at main temperature and A:
e=1.00, s=1.00: f=0.05000, efficiency 37.80 %
e=0.50, s=0.50: f=0.04762, efficiency 28.67 %
e=1.00, s=0.10: f=0.03448, efficiency 42.44 %
e=1.00, s=0.01: f=0.00840, efficiency 53.46 %
e=1.00, s=0.00: f=0.00000, efficiency 58.34 %
Radiative yield 0.01: voltage 0.3765 V, efficiency 42.32 -> 27.85 %
Its retained fraction: 0.6580
all good
```
